\section*{McWeeny Purification: Two Steps and Quadratic Convergence}

\section*{Problem}

In a mean-field calculation with a fixed Hamiltonian $H$, the electrons of one spin are described by a real symmetric density matrix $P$. Its eigenvalues are the occupations of its eigenvectors. For a gapped system at zero temperature, each occupation is 0 or 1, so that $P^2=P$: the matrix is idempotent. An approximate $P$ may violate this condition. In an orthonormal basis, McWeeny purification replaces it by
\begin{equation}
P'=3P^2-2P^3 .
\label{eq:step}
\end{equation}

\begin{enumerate}
\item[(a)] Find how one eigenvalue $x$ of $P$ changes. Apply the rule twice to $x=0.9$.
\item[(b)] Let $e=1-x$ be the distance from full occupation and $d=x-x^2$ the idempotency error. Find how each changes in one step, and decide whether small errors shrink quadratically.
\item[(c)] Find the interval of starting values around 1 from which repeated purification leads to 1, and the interval around 0 from which it leads to 0.
\item[(d)] A covalent bond is modelled by two orthonormal orbitals, one on each atom, holding two electrons of opposite spin:
\begin{equation*}
H=\begin{pmatrix}0&-t\\-t&0\end{pmatrix},\qquad
P_0=\begin{pmatrix}0.5&0.4\\0.4&0.5\end{pmatrix},\qquad t=2\ \mathrm{eV}.
\end{equation*}
Follow the energy $E=2\,\mathrm{Tr}(PH)$ during purification. The factor 2 counts the spins.
\item[(e)] Which errors in $P$ does purification leave uncorrected?
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item[(a)] Let $P$ act two and three times on one of its eigenvectors.
\item[(b)] Substitute $x=1-e$ and collect powers of $e$. For $d$, factor both the new occupation and its distance from 1.
\item[(c)] Measure the occupation from one half: $x=\tfrac12+p$.
\item[(d)] The eigenvectors of $P_0$ are $(1,1)/\sqrt2$ and $(1,-1)/\sqrt2$.
\item[(e)] Ask what happens to the eigenvectors, and to the sum of the eigenvalues.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Two steps}

If $Pv=xv$, then $P^2v=x^2v$ and $P^3v=x^3v$. Therefore $P'v=f(x)v$, with
\begin{equation}
f(x)=3x^2-2x^3 .
\label{eq:f}
\end{equation}
The eigenvector is unchanged and the occupation follows a scalar rule. The two steps give
\begin{align*}
f(0.9)&=3(0.81)-2(0.729)=2.43-1.458=0.972,\\
f(0.972)&=3(0.944784)-2(0.918330048)\\
&=2.834352-1.836660096=0.997691904\approx0.9977 .
\end{align*}

The coefficients follow from four requirements on a cubic $c_0+c_1x+c_2x^2+c_3x^3$. It should leave 0 and 1 in place and have zero slope at both. The conditions at $x=0$ give $c_0=c_1=0$. Those at $x=1$ give $c_2+c_3=1$ and $2c_2+3c_3=0$, whose solution is $c_2=3$, $c_3=-2$.

\subsection*{(b) How the errors shrink}

With $x=1-e$,
\begin{align}
e'&=1-3(1-e)^2+2(1-e)^3\nonumber\\
&=1-3+6e-3e^2+2-6e+6e^2-2e^3\nonumber\\
&=3e^2-2e^3 .
\label{eq:e}
\end{align}
The constant and linear terms cancel, so $e'\approx3e^2$ for small $e$: convergence is quadratic, with prefactor 3. For our start,
\begin{equation*}
0.1\longrightarrow0.03-0.002=0.028\longrightarrow0.002308 .
\end{equation*}
The ratio $e'/e^2=3-2e$ is 2.800 in the first step and 2.944 in the second. Because of the prefactor, 0.1 becomes 0.028 and not 0.01.

Near an empty level the distance from the target is $x$ itself, and $f(x)=3x^2-2x^3$ is the same law.

For the idempotency error, write $f=x^2(3-2x)$. Equation \eqref{eq:e} with $e=1-x$ gives
\begin{equation*}
1-f=(1-x)^2\,[3-2(1-x)]=(1-x)^2(1+2x).
\end{equation*}
Since $d=x(1-x)$, multiplication gives
\begin{align}
d'=f(1-f)&=x^2(1-x)^2(3-2x)(1+2x)\nonumber\\
&=d^2(3+4x-4x^2)=d^2(3+4d).
\label{eq:d}
\end{align}
This holds for any $x$, not just for small errors. At $x=0.9$, $d=0.09$ and $d'=0.0081\times3.36=0.027216$. The next value is 0.002303.

A direct test of the order uses smaller errors. For a matrix, let $d$ denote the largest $|x-x^2|$ among its eigenvalues. In the two-orbital matrix, starts with $e=10^{-3}$ and $10^{-4}$ leave $d=2.998\times10^{-6}$ and $3.000\times10^{-8}$ after one step. A tenfold smaller error has become a hundredfold smaller result.

For $0\le e\le\tfrac12$, equation \eqref{eq:e} also gives $3e'\le(3e)^2$. Repeating this inequality yields
\begin{equation}
e_n\le\tfrac13(3e_0)^{2^n},
\end{equation}
which guarantees decay to zero if $e_0<\tfrac13$, and rapid decay when $3e_0$ is well below 1. For $e_0=0.1$ and $n=2$ the bound is 0.0027; the value itself is 0.0023.

The vanishing slope is what produces this speed. Suppose that each step instead takes the average of the old and purified matrices. Then $e'=\tfrac12(e+3e^2-2e^3)$, whose linear term survives. Two steps from 0.1 leave 0.0379, and at late times the error merely halves per step.

\subsection*{(c) Safe starting values}

Put $x=\tfrac12+p$ in \eqref{eq:f}:
\begin{align}
f&=3\left(\tfrac14+p+p^2\right)-2\left(\tfrac18+\tfrac34p+\tfrac32p^2+p^3\right)\nonumber\\
&=\tfrac12+\tfrac32p-2p^3 ,
\end{align}
so that
\begin{equation}
p'=\tfrac32p-2p^3 .
\label{eq:p}
\end{equation}
The target occupations 1 and 0 are $p=\pm\tfrac12$.

For $0<p<\tfrac12$, the change $p'-p=2p(\tfrac14-p^2)$ is positive. The slope $\tfrac32-6p^2$ is also positive there, so $p'$ stays below its value $\tfrac12$ at $p=\tfrac12$. The sequence rises and is bounded, so it converges to a fixed point, which must be $p=\tfrac12$.

For $p>\tfrac12$ the slope is negative, and $p'$ falls from $\tfrac12$ to zero at $p=\sqrt3/2$. A start between these values enters the previous interval after one step. For example, $x=1.1$ becomes 0.968.

Equation \eqref{eq:p} is odd in $p$, so the same argument applies below one half. The result is
\begin{align*}
\tfrac12<x<\tfrac{1+\sqrt3}{2}\approx1.366&\quad\text{leads to }1,\\
-0.366\approx\tfrac{1-\sqrt3}{2}<x<\tfrac12&\quad\text{leads to }0 .
\end{align*}
At $x=\tfrac12$ the occupation does not move. Just outside the safe range a level can reach the wrong occupation: a start at 1.37 ends at 0, and one at $-0.37$ ends at 1. Further out, for $|p|>\sqrt5/2$ (that is, $x>1.618$ or $x<-0.618$), equation \eqref{eq:p} gives $|p'|=|p|(2p^2-\tfrac32)>|p|$, and the iteration diverges.

\subsection*{(d) The energy of the bond}

The vector $(1,1)/\sqrt2$ is the bonding state of $H$, with energy $-t$. It has occupation $0.5+0.4=0.9$ in $P_0$. The antibonding state $(1,-1)/\sqrt2$, with energy $+t$, has occupation 0.1. Purification preserves the form
\begin{equation*}
P=\begin{pmatrix}1/2&p\\p&1/2\end{pmatrix},\qquad p=\tfrac12-e ,
\end{equation*}
because the two occupations $\tfrac12\pm p$ remain symmetric about one half. Two off-diagonal products contribute to the trace:
\begin{equation}
E=2(-2tp)=-4t\left(\tfrac12-e\right)=-2t+4te .
\end{equation}
The ground-state energy of this model is $-2t=-4$ eV. Relative to it, the error is $4te=(8\ \mathrm{eV})\,e$.

\begin{center}
\begin{tabular}{cccc}
step & bonding occupation & $d$ & energy error (meV)\\
0 & 0.900000 & $9.00\times10^{-2}$ & 800\\
1 & 0.972000 & $2.72\times10^{-2}$ & 224\\
2 & 0.997692 & $2.30\times10^{-3}$ & 18.5\\
3 & 0.999984 & $1.60\times10^{-5}$ & 0.13
\end{tabular}
\end{center}

The energy error is linear in $e$ here, because charge is being moved from the antibonding to the bonding level across the gap $2t$. It falls quadratically from step to step because $e$ does.

\subsection*{(e) What is not repaired}

Purification keeps the eigenvectors, right or wrong. Take $v=(\cos\theta,\sin\theta)$ with $\theta=55^\circ$, which is the bonding vector turned by $10^\circ$, and give it occupation 0.9 and the perpendicular vector occupation 0.1. Purification leads to the idempotent matrix $vv^{\mathsf T}$, with energy
\begin{equation*}
E=2(-2t\cos\theta\sin\theta)=-2t\sin2\theta=-3.759\ \mathrm{eV}.
\end{equation*}
This is 0.241 eV above the ground state, and further purification does not lower it. Idempotency is thus necessary for the ground state but not sufficient.

The electron number can change as well. Occupations 0.9 and 0.1 keep their sum because they are symmetric about one half. Occupations 0.9 and 0.2 become 0.972 and 0.104, and their sum falls from 1.100 to 1.076. For starts inside the safe intervals of part (c), repeated steps carry the sum to the number of occupations that began above one half, here 1. That number need not be the correct one: occupations 0.8, 0.6 and 0.6 sum to 2, but all three end at 1 and the sum becomes 3.

In a self-consistent calculation $H$ depends on $P$ and must be rebuilt. Purification at fixed $H$ does not perform that update.

\section*{Variation 1: overlapping orbitals}

\textbf{Question.} What replaces \eqref{eq:step} if the orbitals have overlap matrix $S$?

\textbf{Solution.} Let the columns of $C$ be orthonormal states, $C^{\mathsf T}SC=I$, and write $P=CnC^{\mathsf T}$ with $n$ the diagonal matrix of occupations. Then
\begin{equation*}
PSP=Cn(C^{\mathsf T}SC)nC^{\mathsf T}=Cn^2C^{\mathsf T},
\end{equation*}
and likewise $PSPSP=Cn^3C^{\mathsf T}$. The occupations follow \eqref{eq:f} if
\begin{equation}
P'=3PSP-2PSPSP .
\end{equation}

Leaving out $S$ damages even a correct matrix. For two orbitals with overlap $s=0.2$, the filled bonding state gives
\begin{equation*}
P=\frac{1}{2(1+s)}\begin{pmatrix}1&1\\1&1\end{pmatrix},\qquad
\mathrm{Tr}(PS)=\frac{2+2s}{2(1+s)}=1 .
\end{equation*}
The ordinary eigenvalues of this $P$ are 0 and $1/(1+s)=5/6$. Formula \eqref{eq:step} changes $5/6$ to $f(5/6)=25/27$. The electron number per spin then becomes $(25/27)(1+s)=10/9\approx1.111$, an excess of 11\%.

\section*{Variation 2: coupled bonds and a smaller gap}

\textbf{Question.} Eight such bonds form a ring, with coupling $-t_b$ between neighbouring bonds and $t_b=1$ eV; $t$ stays at 2 eV. How many steps are needed to bring $d$ below $10^{-8}$ from a start built directly from $H$?

\textbf{Solution.} A wave with phase $k$ from bond to bond has energies $\pm|t+t_be^{ik}|$, where $k$ is a multiple of $2\pi/8$. The largest magnitude is $t+t_b=3$ eV, at $k=0$. The smallest is $t-t_b=1$ eV, at $k=\pi$, so the gap is 2 eV. Choose
\begin{equation*}
P_0=\tfrac12I-\frac{0.4}{3\ \mathrm{eV}}\,H .
\end{equation*}
This matrix has the eigenvectors of $H$, and levels below zero energy start above one half. The filled level nearest the gap starts at $0.5+0.4/3=0.6333$.

Since $f$ increases between 0 and 1, the order of the occupations is preserved, and this level and its empty partner finish last. Eight steps are needed, both for the full matrix and for the single number 0.6333. The isolated bond of part (d) needs four. The delay arises near one half, where \eqref{eq:p} gives $p'\approx\tfrac32p$: the quadratic regime has not yet begun. For this kind of start, a small gap compared with the full energy range costs extra steps.

\textbf{Comparison with a semiconductor.} The couplings used here are illustrative and not fitted to a material. The 4 eV gap of the isolated bond is far above the roughly 1.1 eV of silicon. Coupling the bonds halves the model gap and lowers the energy per bond by 0.25 eV. Room temperature, by contrast, hardly changes the occupations as long as the chemical potential is at mid-gap. In that case the lowest empty level has occupation $1/(e^{E_g/2k_BT}+1)$, where $E_g$ is the gap. At 300 K this is $1.6\times10^{-17}$ for the ring, and still below $10^{-8}$ for a gap of roughly 1.1 eV. Doping in real devices moves the chemical potential away from mid-gap. For independent electrons, a level lying at the chemical potential has occupation one half per spin, and forcing it to 0 or 1 would then be wrong by one half. Repulsion between two electrons on the same dopant changes this value.

\section*{Values computed for the example and the checks}
\begin{verbatim}
bond coupling t = 2.0 eV; gap = 4.0 eV
exact two-electron energy = -4.0000 eV
step 0: occupations 0.900000000, 0.100000000; P12 0.400000000
  idempotency error d = 9.000000e-02; energy = -3.200000 eV; energy error = 800.0000 meV
step 1: occupations 0.972000000, 0.028000000; P12 0.472000000
  idempotency error d = 2.721600e-02; energy = -3.776000 eV; energy error = 224.0000 meV
step 2: occupations 0.997691904, 0.002308096; P12 0.497691904
  idempotency error d = 2.302769e-03; energy = -3.981535 eV; energy error = 18.4648 meV
step 3: occupations 0.999984043, 0.000015957; P12 0.499984043
  idempotency error d = 1.595707e-05; energy = -3.999872 eV; energy error = 0.1277 meV
exact arithmetic, step 0: e = 1.000000e-01
exact arithmetic, step 1: e = 2.800000e-02; e/(previous e)^2 = 2.800000
exact arithmetic, step 2: e = 2.308096e-03; e/(previous e)^2 = 2.944000
exact arithmetic, step 3: e = 1.595733e-05; e/(previous e)^2 = 2.995384
exact arithmetic, step 4: e = 7.639010e-10; e/(previous e)^2 = 2.999968
exact arithmetic, step 5: e = 1.750634e-18; e/(previous e)^2 = 3.000000
upper bound on e after two steps = 0.002700
start e = 1e-02: d after one step = 2.979112e-04
start e = 1e-03: d after one step = 2.997991e-06
start e = 1e-04: d after one step = 2.999800e-08
observed order, last two starts = 1.99974
safe interval ends = -0.366025 and 1.366025
start -0.37 ends at 1.0; start 1.37 ends at 0.0
overshoot 1.1 becomes 0.968
averaged update: e after two steps = 0.037882; late error ratio = 0.500000
occupations 0.9 and 0.2: trace 1.100 becomes 1.076
vector rotated 10 degrees: purified energy = -3.7588 eV; error = 0.2412 eV
overlap 0.2, simple formula misused: electrons per spin 1.0000 becomes 1.1111
ring: 8 bonds; inter-bond coupling = 1.0 eV; gap = 2.0000 eV
ring energy per bond = -4.2538 eV; change from isolated bond = -0.2538 eV
ring start: occupied eigenvalue nearest 1/2 = 0.633333; steps to d < 1e-08: 8
temperature = 300 K; kT = 0.025852 eV
isolated bond, gap 4.0 eV: thermal occupation = 2.520e-34
ring, gap 2.0 eV: thermal occupation = 1.588e-17
rough silicon-like gap, gap 1.1 eV: thermal occupation = 5.760e-10
\end{verbatim}
